\section*{The d-level splitting of a cation in a cubic anion cage}

\section{The question}

In the cubic fluorite form of hafnia each hafnium ion sits at the centre of a cube with oxygen ions at its eight corners. The empty hafnium 5d states supply much of the character of the lower conduction band, so the way the cage splits them matters for where an added electron goes. If the anions act as negative point charges, a cation inside an octahedron of six anions has the orbitals pointing at the anions highest. What replaces this pattern when the anions occupy the corners of a cube, and how large is the new splitting at the same cation--anion distance?

Put the cation at the origin and the coordinate axes along the fourfold axes of the cage. Let $x,y,z$ be the components of the unit vector $\hat{\mathbf r}$, so that $x^2+y^2+z^2=1$. The normalised angular functions are
\begin{align}
d_{xy}&=C\,xy,\qquad d_{yz}=C\,yz,\qquad d_{zx}=C\,zx, \nonumber\\
d_{x^2-y^2}&=\frac C2(x^2-y^2),\qquad
d_{z^2}=\frac{C}{2\sqrt3}(2z^2-x^2-y^2),
\label{orbitals}
\end{align}
with $C^2=15/4\pi$. The first three form the set $t_2$, the last two the set $e$. The signed splitting is $\Delta=E(e)-E(t_2)$; for the octahedron it is the quantity usually written $10Dq$.

\section{Theorem and assumptions}

\paragraph{Assumptions.}
(i) One electron occupies a d shell with a single normalised radial function $R(r)$, and the cage acts to first order within this shell. Spin--orbit coupling is left out.
(ii) The ligands act additively, and each acts with axial symmetry about its own cation--ligand line $\mathbf n_L$:
\begin{equation}
V(\mathbf r)=\sum_{L=1}^{N} v(r,\hat{\mathbf r}\cdot\mathbf n_L),\qquad
v(r,u)=\sum_{k=0}^{\infty}v_k(r)P_k(u).
\label{potential}
\end{equation}
(iii) The function $v$ is the same for all ligands and for both cages, which requires equal ligands at equal distance $a$. The function $R$ is also the same.

\paragraph{Theorem.} Define the rank-4 strength of one ligand by
\begin{equation}
F_4=\int_0^\infty R(r)^2\,v_4(r)\,r^2\,dr .
\label{F4}
\end{equation}
Then
\begin{equation}
\Delta_{\rm oct}=\frac53F_4,\qquad
\Delta_{\rm cube}=-\frac{40}{27}F_4=-\frac89\,\Delta_{\rm oct}.
\label{theorem}
\end{equation}
If $F_4>0$, the octahedron has $t_2$ below $e$ and the cube has $e$ below $t_2$.

The cubic splitting is thus eight-ninths of the octahedral one in magnitude; the minus sign is the reversed order.

\section{Three lemmas}

\paragraph{Lemma 1.} Within the d shell only $k=0,2,4$ act, and the $k=2$ terms cancel in both cages.

\emph{Proof.} A product of two d functions is a homogeneous polynomial of degree four on the unit sphere, and such a polynomial is a sum of spherical harmonics of degrees 0, 2 and 4. As a function of $\hat{\mathbf r}$, $P_k(\hat{\mathbf r}\cdot\mathbf n)$ is a harmonic of degree $k$. Harmonics of different degree are orthogonal, which leaves $k=0,2,4$.

For $k=2$, use $P_2(u)=(3u^2-1)/2$. In the octahedron the directions are $\pm\hat{\mathbf x},\pm\hat{\mathbf y},\pm\hat{\mathbf z}$, and
\begin{equation}
\sum_L(\hat{\mathbf r}\cdot\mathbf n_L)^2=2(x^2+y^2+z^2)=2 .
\end{equation}
In the cube they are $(s_1,s_2,s_3)/\sqrt3$ with independent signs $s_i=\pm1$. Cross terms such as $s_1s_2xy$ cancel in the sum over signs, so
\begin{equation}
\sum_L(\hat{\mathbf r}\cdot\mathbf n_L)^2=\frac83(x^2+y^2+z^2)=\frac83 .
\end{equation}
Both sums equal $N/3$, hence $\sum_LP_2=(3\cdot N/3-N)/2=0$. $\square$

\paragraph{Lemma 2.} With $S=x^4+y^4+z^4$,
\begin{equation}
\sum_{\rm oct}P_4(\hat{\mathbf r}\cdot\mathbf n_L)=\frac{35}{4}\Bigl(S-\frac35\Bigr),\qquad
\sum_{\rm cube}P_4(\hat{\mathbf r}\cdot\mathbf n_L)=-\frac{70}{9}\Bigl(S-\frac35\Bigr).
\label{sums}
\end{equation}

\emph{Proof.} Use $P_4(u)=(35u^4-30u^2+3)/8$. For the octahedron the fourth powers sum to $2S$, so
\begin{equation}
\sum_{\rm oct}P_4=\frac{35(2S)-30(2)+3(6)}8=\frac{70S-42}8 ,
\end{equation}
which is the first result. For the cube, only even powers of each sign survive:
\begin{equation}
\sum_{\rm cube}(\hat{\mathbf r}\cdot\mathbf n_L)^4
=\frac19\,8\,(S+6Q),\qquad Q=x^2y^2+y^2z^2+z^2x^2 .
\end{equation}
Squaring $x^2+y^2+z^2=1$ gives $1=S+2Q$, so $6Q=3-3S$ and the sum is $\frac89(3-2S)$. Therefore
\begin{align}
\sum_{\rm cube}P_4
&=\frac18\left[35\cdot\frac89(3-2S)-30\cdot\frac83+3\cdot8\right]\nonumber\\
&=\frac{35}{9}(3-2S)-7=\frac{42-70S}{9},
\end{align}
which is the second result. $\square$

The quotient of the two prefactors is $-(70/9)/(35/4)=-8/9$. The ratio is therefore fixed before any orbital integral is done. The function $S$ is 1 on the cube axes and $1/3$ on the body diagonals, so the sign change records that the ligands have moved from the former directions to the latter.

\paragraph{Lemma 3.} In the basis (\ref{orbitals}) the matrix of $S$ is diagonal, with the value $5/7$ for both $e$ functions and $11/21$ for all three $t_2$ functions.

\emph{Proof.} The function $S$ is unchanged when any coordinate changes sign. The three $t_2$ functions and the $e$ pair have four different patterns of parity under these reflections, so no element connects them. Exchange of $x$ and $y$ leaves $S$ and $d_{z^2}$ unchanged but reverses $d_{x^2-y^2}$, so the two $e$ functions are not connected either.

Cyclic permutation of the axes makes the three $t_2$ values equal. It also turns $d_{x^2-y^2}$ into
\begin{equation}
\frac C2(y^2-z^2)=-\frac12d_{x^2-y^2}-\frac{\sqrt3}{2}d_{z^2}.
\end{equation}
If $s_1$ and $s_2$ are the values of $S$ in $d_{x^2-y^2}$ and $d_{z^2}$, invariance requires $s_1=\frac14s_1+\frac34s_2$, hence $s_1=s_2$.

The values follow from averages over the sphere, written $\langle\cdot\rangle$. Take three independent Gaussian variables of unit variance. Their even moments are $(2m-1)!!$, and the length $\rho$ of the vector they form is independent of its direction, with
\begin{equation}
\sqrt{\frac2\pi}\int_0^\infty\rho^{2m+2}e^{-\rho^2/2}d\rho=(2m+1)!!
\end{equation}
as the mean of $\rho^{2m}$. Dividing the moment of the product by that of the length gives, with $m=\alpha+\beta+\gamma$,
\begin{equation}
\langle x^{2\alpha}y^{2\beta}z^{2\gamma}\rangle=
\frac{(2\alpha-1)!!(2\beta-1)!!(2\gamma-1)!!}{(2m+1)!!},\qquad(-1)!!=1 .
\end{equation}
At degree eight the denominator is $9!!=945$. The numerators are 105 for $x^8$, 15 for $x^6y^2$, 9 for $x^4y^4$ and 3 for $x^4y^2z^2$. Since $4\pi C^2=15$,
\begin{align}
S_{t_2}&=15\langle x^2y^2S\rangle=15\,\frac{15+15+3}{945}=\frac{11}{21},\\
S_e&=\frac{15}{4}\langle(x^4+y^4-2x^2y^2)S\rangle
=\frac{15}{4}\,\frac{123+123-66}{945}=\frac57 .
\end{align}
Here $123=105+9+9$ comes from $x^4S$, and $66$ is twice the $33$ from $x^2y^2S$. $\square$

\section{Proof of the theorem}

The $k=0$ term adds the same energy to all five levels: $N\int R^2v_0r^2dr$, which is larger for the cube in the ratio $8/6=4/3$. It does not split them. The $k=4$ term leaves the mean unchanged, because $(2\cdot\frac57+3\cdot\frac{11}{21})/5=\frac35$. Level shifts can thus be counted from the barycentre, using
\begin{equation}
S_e-\frac35=\frac4{35},\qquad S_{t_2}-\frac35=-\frac8{105}.
\end{equation}
Multiplication by the prefactors in (\ref{sums}) and by $F_4$ gives
\begin{align}
\text{octahedron:}\quad&\delta E(e)=F_4,&\delta E(t_2)&=-\frac23F_4,\label{octlevels}\\
\text{cube:}\quad&\delta E(e)=-\frac89F_4,&\delta E(t_2)&=\frac{16}{27}F_4.\label{cubelevels}
\end{align}
Subtraction yields $\Delta_{\rm oct}=\frac53F_4$ and $\Delta_{\rm cube}=-(\frac{24}{27}+\frac{16}{27})F_4=-\frac{40}{27}F_4$. Finally $-\frac{40}{27}=-\frac89\cdot\frac53$. $\blacksquare$

\paragraph{Remark: the geometry of the reversal.} In the cube the lobes of the $e$ functions point at face centres, $54.7^\circ$ away from the nearest corners. The lobes of $d_{xy}$, $d_{yz}$ and $d_{zx}$ point at edge midpoints, only $35.3^\circ$ away from them. The choice of basis within a set is arbitrary: since $xy+yz+zx=\frac12[(x+y+z)^2-1]$, the combination $(d_{xy}+d_{yz}+d_{zx})/\sqrt3$ has the shape of $d_{z^2}$ about a body diagonal and points directly at two anions. The summed $t_2$ density, $C^2Q=C^2(1-S)/2$, is largest on the body diagonals, so $t_2$ is raised when the rank-4 strength is positive.

\paragraph{Corollary: the tetrahedron.} A cube consists of a regular tetrahedron and its inverted copy. Inversion leaves every even-$k$ term unchanged, so each tetrahedron supplies half of the even part. Odd $k$ have no matrix elements within the d shell by Lemma 1. At equal distance, therefore, $\Delta_{\rm tet}=-\frac49\Delta_{\rm oct}$.

\section{The sign and size of the ligand strength}

\paragraph{Point charges.} For a ligand of charge $-Ze$, with $e>0$, the electron is repelled. The Legendre expansion of the inverse distance gives
\begin{equation}
v_4(r)=\frac{Ze^2}{4\pi\varepsilon_0}\frac{r_<^4}{r_>^5},\qquad
r_<=\min(r,a),\quad r_>=\max(r,a).
\end{equation}
This is positive for every $r>0$, so $F_4>0$ and the cube has $e$ lowest. If the d density lies inside the ligand radius,
\begin{equation}
F_4\simeq\frac{Ze^2}{4\pi\varepsilon_0}\frac{\langle r^4\rangle_R}{a^5},\qquad
\langle r^4\rangle_R=\int_0^\infty R^2r^6\,dr .
\label{outer}
\end{equation}
Using (\ref{outer}) for a density with a tail beyond $a$ overestimates $F_4$, since there $a^4/r^5<r^4/a^5$. The theorem itself needs no such restriction, because the same $F_4$ enters both cages.

\paragraph{Covalent ligands.} Suppose instead that one ligand shifts the d functions of $\sigma$, $\pi$ and $\delta$ type about its axis by $e_\sigma,e_\pi,e_\delta$, with equal shifts within each pair. Write $u$ for the cosine of the angle to that axis, and define $F_0$ and $F_2$ as in (\ref{F4}) with $v_0$ and $v_2$ in place of $v_4$. The angular densities give $\langle u^2\rangle=\frac{11}{21},\frac37,\frac17$ and $\langle u^4\rangle=\frac37,\frac5{21},\frac1{21}$ for $\sigma,\pi,\delta$. Inserting these in $P_2$ and $P_4$,
\begin{align}
e_\sigma&=F_0+\tfrac27F_2+\tfrac27F_4,\nonumber\\
e_\pi&=F_0+\tfrac17F_2-\tfrac4{21}F_4,\nonumber\\
e_\delta&=F_0-\tfrac27F_2+\tfrac1{21}F_4 .
\label{aom}
\end{align}
These equations can be solved for any three shifts: $e_\sigma+2e_\pi+2e_\delta=5F_0$ fixes $F_0$, the combination below fixes $F_4$, and the last line then fixes $F_2$. The covalent ligand therefore acts in the d shell like a potential of the form (\ref{potential}), and the theorem applies. In $3e_\sigma-4e_\pi+e_\delta$ the terms in $F_0$ and $F_2$ cancel, leaving $(\frac67+\frac{16}{21}+\frac1{21})F_4=\frac53F_4$. Thus
\begin{equation}
\Delta_{\rm oct}=3e_\sigma-4e_\pi+e_\delta,\qquad
\Delta_{\rm cube}=-\frac89(3e_\sigma-4e_\pi+e_\delta).
\end{equation}
For shifts of 1.0, 0.3 and 0.05 eV the splittings are $3.0-1.2+0.05=1.85$ eV and $-1.64$ eV. With 0.4, 0.6 and 0 eV they are $-1.20$ eV and $+1.07$ eV. Strong $\pi$ interaction can therefore reverse both orders, while the ratio remains $-8/9$.

\section{A worked case}

Take $Z=2$, $a=2.20$ \AA\ $=4.157$ bohr, and $R(r)\propto r^4e^{-\zeta r}$ with $\zeta=3.0$ per bohr. These are round model parameters, not a computed hafnium orbital. A Hartree--Fock 5d orbital of the free hafnium ion is more extended, with $\langle r^4\rangle_R$ near 33 bohr$^4$, and for it (\ref{outer}) overestimates $F_4$ by about 10\%. The energies below therefore illustrate the theorem and do not estimate the splitting in hafnia, where covalent mixing with oxygen also contributes. The normalised radial density $R^2r^2$ is proportional to $r^{10}e^{-2\zeta r}$, hence
\begin{equation}
\langle r^4\rangle_R=\frac{14!}{10!\,(2\zeta)^4}=\frac{24024}{1296}=18.54\ {\rm bohr}^4 .
\end{equation}
In atomic units (\ref{outer}) gives $F_4\simeq2(18.54)/(4.157)^5=0.0299$ hartree, or 0.812 eV. The full radial integral gives 0.808 eV. The difference is small because the tail beyond the ligand distance, which holds 0.06\% of the d density, supplies only 1.3\% of $\langle r^4\rangle_R$; this share is an upper bound on the relative error of (\ref{outer}) measured against its own value.

From (\ref{octlevels}) and (\ref{cubelevels}), the octahedral levels are at $+0.808$ eV ($e$) and $-0.539$ eV ($t_2$), and the cubic levels at $-0.718$ eV ($e$) and $+0.479$ eV ($t_2$). The splittings are
\begin{equation}
\Delta_{\rm oct}=1.35\ {\rm eV},\qquad \Delta_{\rm cube}=-1.20\ {\rm eV}.
\end{equation}

Direct three-dimensional integration with each point charge replaced by a Gaussian charge of width 1.0 bohr, density proportional to $e^{-s^2/(1.0\,{\rm bohr})^2}$ at distance $s$ from the ligand, gives 1.24 eV and $-1.10$ eV. Outside a spherical charge the potential is that of a point charge, so the change comes from overlap of the d density with the ligand charge. Overlap alters the octahedral splitting by about 8\% of its point-charge value, yet the computed ratio is $-0.888889$, as the theorem requires. The numerical output lists these values.

\section{Where the ratio changes}

\paragraph{Unequal distances.} For outer point charges and an unchanged radial function, $F_4\propto a^{-5}$, and
\begin{equation}
\frac{\Delta_{\rm cube}}{\Delta_{\rm oct}}=-\frac89\left(\frac{a_{\rm oct}}{a_{\rm cube}}\right)^5 .
\end{equation}
Cube bonds 5\% longer than the octahedral ones change the ratio to $-0.696$; the worked case with penetration gives $-0.698$. The two splittings would have equal magnitude at $a_{\rm cube}/a_{\rm oct}=(8/9)^{1/5}=0.977$. A comparison of real compounds with different bond lengths therefore does not test the factor $8/9$ by itself.

\paragraph{More distant ions.} The fluorite lattice has cubic symmetry about the cation. An invariant quartic polynomial is a combination of $S$ and $Q$, hence of $S$ and 1 on the sphere. Its rank-4 part must average to zero, and $\langle S\rangle=3\cdot\frac3{15}=\frac35$, so it is again proportional to $S-\frac35$. The contribution of each shell can consequently be compared through its value at $\hat{\mathbf r}=\hat{\mathbf z}$. For the first cube this is $8P_4(1/\sqrt3)=-28/9$.

The twelve nearest cations lie farther away by the factor $\sqrt{8/3}$. Eight have $n_z^2=\frac12$ and four have $n_z=0$, so their sum is $8(-\frac{13}{32})+4(\frac38)=-\frac74$. Formal charges $+4$ and $-2$ give them a relative weight of $-2$. In the outer-charge approximation their contribution, relative to that of the first cube, is
\begin{equation}
\frac{(-2)(-7/4)(3/8)^{5/2}}{-28/9}=-0.097 .
\end{equation}
The next 24 anions contribute $-0.038$. The whole lattice gives 0.90 times the first-cube splitting: distant ions weaken it by about 10\% in this model and leave the order intact.

\paragraph{Distortion and bands.} The ferroelectric orthorhombic phase of hafnia has sevenfold, low-symmetry cation coordination. There the cancellation of $k=2$ is no longer guaranteed, and symmetry no longer protects the $e$ and $t_2$ degeneracies. The cubic result is then a starting point for the level pattern. Even in the cubic phase, $\Delta_{\rm cube}$ is a local level splitting, not a band gap or a band offset: hopping between sites broadens the levels into bands, and the gap also depends on the energy of the oxygen states.

\section*{Computed values}
\begin{verbatim}
Mean of S in e orbitals: 0.714286; in t2 orbitals: 0.523810
Ligand charge number Z: 2
Ligand distance: 2.20 angstrom = 4.1574 bohr
Radial function: n = 5, exponent = 3.0 per bohr
Mean radius <r>: 1.8333 bohr
<r^4>: 18.5370 bohr^4
d density beyond ligand distance: 0.061 %
F4, outer-charge formula: 0.8123 eV
F4, with penetration: 0.8081 eV
Octahedron, e from barycentre: +0.8081 eV
Octahedron, t2 from barycentre: -0.5387 eV
Cube, e from barycentre: -0.7183 eV
Cube, t2 from barycentre: +0.4788 eV
Delta octahedron: +1.3468 eV
Delta cube: -1.1971 eV
Delta cube, bonds 5 % longer: -0.9404 eV
Its ratio to Delta octahedron: -0.6982
Same ratio, outer-charge formula: -0.6965
a_cube/a_oct for equal size, outer charge: 0.9767
Smeared ligands, Gaussian width: 1.0 bohr
Smeared, Delta octahedron: +1.2403 eV
Smeared, Delta cube: -1.1025 eV
Smeared, Delta tetrahedron: -0.5512 eV
Smeared, ratio cube/octahedron: -0.888889
Smeared, ratio tetra/octahedron: -0.444444
Barycentre shift ratio cube/octahedron: 1.333333
Covalent e_sigma, e_pi, e_delta: (1.0, 0.3, 0.05) eV; Delta oct +1.8500 eV, cube -1.6444 eV
Covalent e_sigma, e_pi, e_delta: (0.4, 0.6, 0.0) eV; Delta oct -1.2000 eV, cube +1.0667 eV
Fluorite lattice, contributions relative to first anion cube:
  12 nearest cations: -0.0969
  24 next anions: -0.0376
  whole lattice, first cube included: 0.8994
\end{verbatim}
